# Separable scaling-function Poisson kernel: Gaussian expansion, order and accuracy

## Form of the kernel

In Hartree atomic units the potential of an isolated charge is \(V(\mathbf r)=\int\rho(\mathbf r')\,|\mathbf r-\mathbf r'|^{-1}d^3r'\). On a cubic grid of spacing \(h\), replace \(\rho\) by \(I\rho=\sum_{\mathbf i}\rho_{\mathbf i}\Phi(\mathbf r/h-\mathbf i)\), with \(\Phi=\varphi(x)\varphi(y)\varphi(z)\) dimensionless and \(\rho_{\mathbf i}\) the sampled values. Translation symmetry makes the grid potential a convolution. Rescaling \(\mathbf r'\to h\mathbf r'\) gives \(h^3\) from the volume and \(1/h\) from the distance:
\[
V_{\mathbf j}=h^2\sum_{\mathbf i}K(\mathbf j-\mathbf i)\rho_{\mathbf i},\qquad K(\mathbf n)=\int\frac{\Phi(\mathbf r)}{|\mathbf n-\mathbf r|}d^3r .
\]
\(K\) is a table of pure numbers, valid for any \(h\). Since \(e^{-pr^2}=e^{-px^2}e^{-py^2}e^{-pz^2}\), an expansion \(1/r\approx S(r)=\sum_kw_ke^{-p_kr^2}\) of \(M\) terms separates it:
\[
K(\mathbf n)\approx\sum_kw_kK_{p_k}(n_x)K_{p_k}(n_y)K_{p_k}(n_z),\qquad K_p(n)=\int\varphi(x)e^{-p(x-n)^2}dx .
\]
As \(1/r\) has no scale, a dilation of \(r\) is a shift of \(\ln p\); exponents evenly spaced in \(\ln p\) give a relative error periodic in \(\ln r\), and \(M\) depends on the range through \(R=r_{\max}/r_{\min}\). Here \(\varphi\) is an interpolating scaling function; the expansion built below has a proven error bound and is not claimed to be the shortest. Lengths are in units of \(h\) unless \(h\) is shown.

## Gaussian expansion

With \(t=e^s\) in \(1/r=(2/\sqrt\pi)\int_0^\infty e^{-r^2t^2}dt\),
\[
\frac1r=\int_{-\infty}^\infty f(s)\,ds,\qquad f(s)=\frac2{\sqrt\pi}e^{s-r^2e^{2s}} .
\]
The trapezoid rule on \(s_k=s_0+k\tau\) gives \(p_k=e^{2s_k}\), \(w_k=2\tau e^{s_k}/\sqrt\pi\). Three errors arise, and each is allotted \(\delta=\varepsilon/3\) relative to \(1/r\).

**Step size.** Poisson summation gives \(S_\infty=\tau\sum_kf(s_k)=\sum_nF(\omega_n)e^{i\omega_ns_0}\), with \(\omega_n=2\pi n/\tau\) and \(F(\omega)=\int fe^{-i\omega s}ds\). Put \(u=r^2e^{2s}\), so \(ds=du/2u\) and \(e^{s(1-i\omega)}=(u/r^2)^{(1-i\omega)/2}\); then \(F=\pi^{-1/2}r^{-1+i\omega}\Gamma(\tfrac{1-i\omega}2)\). The \(n=0\) term is \(1/r\), and \(\pm n\) are conjugate:
\[
rS_\infty-1=2\,\mathrm{Re}\sum_{n\ge1}\pi^{-1/2}\,\Gamma\!\left(\tfrac12-\tfrac{i\pi n}\tau\right)(re^{s_0})^{2\pi in/\tau}.
\]
The reflection formula at \(z=\tfrac12+iy\), where \(1-z=\bar z\), gives \(|\Gamma(z)|^2=\pi/\cosh\pi y\). Term \(n\) thus has amplitude \(2/\sqrt{\cosh(\pi^2n/\tau)}\le2\sqrt2x^n\), \(x=e^{-\pi^2/2\tau}\), and the total is at most \(2\sqrt2x/(1-x)\). Equating this to \(\delta\),
\[
\tau=\frac{\pi^2}{2\ln(1+2\sqrt2/\delta)} .
\]

**Large exponents.** Since \(d\ln f/ds=1-2r^2e^{2s}\), \(f\) decreases once \(re^s>1/\sqrt2\). There the nodes above \(s_K\) form a lower Riemann sum, \(\tau\sum_{k>K}f(s_k)\le\int_{s_K}^\infty f\,ds=\operatorname{erfc}(re^{s_K})/r\). Taking \(e^{s_K}\ge\operatorname{erfc}^{-1}(\delta)/r_{\min}\) suffices.

**Small exponents.** The tail \(k\le0\) is a positive measure \(\mu\) with masses \(w_k\) at \(p_k\le P=e^{2s_0}\) and geometric moments
\[
\mu_j=\sum_{k\le0}w_kp_k^j=\frac{2\tau}{\sqrt\pi}\frac{e^{(2j+1)s_0}}{1-e^{-(2j+1)\tau}} .
\]
Dropping it loses at most \(r\mu_0\), which forces \(e^{s_0}\sim\delta/r_{\max}\) and \(M\approx\tau^{-1}[\ln R+\ln(1/\delta)+\ln\operatorname{erfc}^{-1}\delta]\), up to an order-one constant in the bracket.

Instead, replace the tail by its \(q\)-node Gauss rule, whose nodes are the zeros of the monic orthogonal polynomial \(\pi_q\) and whose weights are positive. Let \(g(p)=e^{-pr^2}\) and let \(H\) be the polynomial of degree \(2q-1\) matching \(g\) and \(g'\) at the nodes. The rule gives the same value for \(g\) and \(H\) and integrates \(H\) without error, so its error is \(\int(g-H)d\mu=\int g^{(2q)}(\xi_p)\pi_q^2\,d\mu/(2q)!\), with \(0<g^{(2q)}\le r^{4q}\). Orthogonality makes \(\pi_q\) minimise \(\int\pi^2d\mu\) among monic polynomials, and the monic Chebyshev polynomial on \([0,P]\) is bounded by \(2(P/4)^q\). Hence
\[
0<\text{tail}-\text{Gauss}\le4\mu_0\frac{(Pr^2/4)^{2q}}{(2q)!}.
\]
Multiply by \(r\), set \(r=r_{\max}\) (the worst case), \(P=c/r_{\max}^2\), and equate to \(\delta\):
\[
c^{2q+1/2}=\delta\,(2q)!\,4^{2q}\sqrt\pi\,(1-e^{-\tau})/(8\tau).
\]
Then \(M=q+\lceil(s_K-s_0)/\tau\rceil\) is minimised over \(q\). The rule comes from \(q\) Lanczos vectors of \(D=\operatorname{diag}(p_k)\) started from \(v_k=\sqrt{w_k/\mu_0}\). Here \(v^TD^jv=\mu_j/\mu_0\), and the projected matrix \(J\) reproduces it for \(j\le2q-1\), for the following reason. With \(U\) the matrix of orthonormal Lanczos vectors and \(J=U^TDU\), \(D^av\) lies in the Krylov space for \(a<q\), so \(UU^TD^av=D^av\) and \(J^ae_1=U^TD^av\); hence \(e_1^TJ^aJJ^be_1=v^TD^{a+b+1}v\) for \(a,b<q\). The nodes are therefore the eigenvalues of \(J\), the weights \(\mu_0\) times squared first eigenvector components.

## Scaling functions

The Deslauriers–Dubuc function of even order \(m=2\nu\) obeys \(\varphi(x)=\sum_jh_j\varphi(2x-j)\), \(\varphi(n)=\delta_{n0}\), with support \(|x|\le m-1\); its existence as a continuous function is taken as a premise. The filter has \(h_{2n}=\delta_{n0}\), and for odd \(|j|<m\) the Lagrange weights at 0, \(h_j=\prod_{i\ne j}i/(i-j)\), \(i\) odd. For \(m=4\), \(h_{\pm1}=0.5625\), \(h_{\pm3}=-0.0625\).

Transforming the refinement equation, with \(\hat\varphi(k)=\int\varphi e^{-ikx}dx\), gives \(\hat\varphi(k)=m_0(k/2)\hat\varphi(k/2)\), \(m_0(\xi)=\tfrac12\sum_jh_je^{-ij\xi}\), so \(\hat\varphi(k)=\prod_{j\ge1}m_0(k/2^j)\) with \(\hat\varphi(0)=1\). Shifting \(\xi\) by \(\pi\) flips the odd terms, so \(m_0(\xi)+m_0(\xi+\pi)=1\). Lagrange exactness, \(\sum_{\rm odd}h_jj^l=\delta_{l0}\) for \(l<m\), gives \(m_0(\xi+\pi)=O(\xi^m)\). In \(y=\sin^2(\xi/2)\), the even function \(m_0\) is a polynomial of degree \(\le2\nu-1\) with a \(\nu\)-fold zero at \(y=1\): \(m_0=(1-y)^\nu Q(y)\), \(\deg Q<\nu\). The shift maps \(y\to1-y\), so \((1-y)^\nu Q(y)=1-y^\nu Q(1-y)\), and \(Q\) is the series of \((1-y)^{-\nu}\) cut at degree \(\nu-1\):
\[
Q(y)=\sum_{j<\nu}\binom{\nu-1+j}{j}y^j,\qquad Q(1)=\binom{m-1}{m/2},
\]
the sum by repeated use of Pascal's rule. All coefficients are positive, so \(0\le m_0\le1\) and \(1-m_0=y^\nu Q(1-y)\le Q(1)(\xi/2)^m\), with equality at leading order. Using \(1-\prod x_j\le\sum(1-x_j)\) for \(x_j\in[0,1]\) and \(\sum_{j\ge1}2^{-jm}=1/(2^m-1)\),
\[
0\le1-\hat\varphi(k)\le a_mk^m,\qquad a_m=\frac{\binom{m-1}{m/2}}{2^m(2^m-1)},
\]
again sharp as \(k\to0\). Comparing with \(\hat\varphi=\sum_l(-ik)^lM_l/l!\), \(M_l=\int x^l\varphi\,dx\), gives \(M_l=0\) for \(0<l<m\) and \(M_m/m!=-(-1)^{m/2}a_m\); thus \(a_4=0.0125\), \(M_4=-0.3\). Higher moments follow by inserting the refinement equation and setting \(y=2x-j\): \(M_l=2^{-l-1}\sum_jh_j\int(y+j)^l\varphi\,dy\). The binomial term containing \(M_l\) carries \(\sum_jh_j=2\), so
\[
(2^{l+1}-2)M_l=\sum_{i<l}\binom liM_i\sum_jh_jj^{\,l-i}.
\]

## One-dimensional kernels

For small \(p\), the Hermite generating function gives \(e^{-(y-\sqrt px)^2}=e^{-y^2}\sum_lH_l(y)(\sqrt px)^l/l!\) with \(y=\sqrt p\,n\), so
\[
K_p(n)=e^{-pn^2}\sum_lM_l\,p^{l/2}H_l(\sqrt p\,n)/l! .
\]
Cramér's inequality bounds term \(l\) by a constant times \([(m-1)\sqrt{2p}]^l/\sqrt{l!}\); the series is used for \(p\le1/1024\), \(m\le16\), \(l\le30\). For larger \(p\), refine \(\varphi\), use \(4p(x-n)^2=p(2x-2n)^2\) and set \(y=2x-j\):
\[
K_{4p}(n)=\tfrac12\sum_jh_j\int\varphi(y)e^{-p(y+j-2n)^2}dy=\tfrac12\sum_jh_jK_p(2n-j).
\]
Each step is \(\tfrac12A\) with \(A_{ni}=h_{2n-i}\), and the index range contracts to \(|n|\le m-1\). There \(A\delta=\delta\) because \(h_{2n}=\delta_{n0}\), matching the limit \(K_p\to\sqrt{\pi/p}\,\delta_{n0}\), which halves per step. Since \(\sum_n(2n-i)h_{2n-i}=0\) and \(\sum_nh_{2n-i}=1\), the vector \(n\) is a left eigenvector with eigenvalue \(\tfrac12\); numerical diagonalisation for \(m=2,\dots,16\) finds this the second largest modulus. An inherited rounding error therefore shrinks asymptotically at least as fast as \(K_p(0)\), by a factor \(\tfrac12\) per step; transient growth from the non-normality of \(A\) is not bounded by this argument.

## Algorithm and cost

```
setup(eps, m, N):
  rmin = sqrt(eps); rmax = sqrt(3)*(N-1 + m-1)
  tau, s_K, q, s_0 from delta = eps/3
  (p,w) = Gauss tail + trapezoid nodes k = 1..M-q
  h_j, M_l in rational arithmetic
  for each p:
    lev = max(0, ceil(log4(1024 p))); p0 = p/4^lev
    a = Hermite series on |n| <= 470 (|n| < N if lev = 0)
    repeat lev times: a(n) = 1/2 sum_j h_j a(2n-j)
  K(n) = sum_k w_k a_k(nx) a_k(ny) a_k(nz), 0 <= n < N
  Kf = FFT of K(min(i, L-i)), L = 2N-1
solve(rho):
  V = h^2 * first N^3 block of IFFT(Kf * FFT(rho padded to L))
```
The cut at 470 drops values at most of order \(e^{-(470-15)^2/4096}\), since \(p_0>1/4096\). Assembly costs \(O(MN^3)\) once; each solve costs \(O(L^3\log L)\), independent of \(M\) and \(m\). The differences \(j-i\) take \(2N-1\) values per axis, and \(L=2N-1\) keeps them distinct modulo \(L\). Since \(K\) is even along each axis, \(L=2N-2\) is also exact: it merges only \(\pm(N-1)\), which carry the same value. For \(L<2N-2\) the difference \(N-1\) wraps to a shorter one, and distant charge is weighted as a nearer periodic image.

## Error from the expansion

With \(r_{\max}\) covering the box plus the support of \(\Phi\), \(|S-1/r|\le\varepsilon/r\) on \([r_{\min},r_{\max}]\). Below \(r_{\min}\), positive weights and the signs of both truncations give \(0\le S\le(1+\delta)/r\), so \(|S-1/r|\le1/r\), whose volume integral is \(2\pi r_{\min}^2\). In physical lengths,
\[
|\delta V_{\mathbf j}|\le\varepsilon\max\big(|I\rho|*\tfrac1r\big)+2\pi r_{\min}^2\max|I\rho| ,
\]
and \(r_{\min}=\sqrt\varepsilon\,h\) makes both terms linear in \(\varepsilon\).

Omitted narrow Gaussians act locally. If \(I\rho\) is twice differentiable, Taylor expansion with \(\langle x^2\rangle=1/2p\) gives \(\int e^{-pr^2}\rho\,d^3r\approx(\pi/p)^{3/2}[\rho+\nabla^2\rho/4p]\). With \(w_k(\pi/p_k)^{3/2}=2\pi\tau/p_k\) and \(p_{K+j}=p_Ke^{2j\tau}\), the lost potential is
\[
2\pi\tau\left[\frac{\rho}{p_K(e^{2\tau}-1)}+\frac{\nabla^2\rho}{4p_K^2(e^{4\tau}-1)}\right].
\]
Under that premise, adding the first coefficient to \(K(\mathbf 0)\) reduces the loss from \(O(p_K^{-1})\) to \(O(p_K^{-2})\). The premise fails for \(m=2\), where \(I\rho\) has kinks at the grid points: a term \(\propto|x|\) averages to \(O(p^{-1/2})\), and the remaining loss is \(O(p_K^{-3/2})\). For \(m=4\) the premise fails weakly. Let \(a,b\) be the even part of the data one and two steps from a grid point, minus the central value. One refinement with \(h_{\pm1}=\tfrac9{16}\), \(h_{\pm3}=-\tfrac1{16}\) maps \((a,b)\to(a/2-b/16,\,a)\), whose eigenvalue \(\tfrac14\) is double and defective. Unless \(b=4a\), the second difference quotient therefore grows linearly with the refinement level, and the remaining loss is \(O(p_K^{-2}\ln p_K)\).

## Error from the order

The function \(\sum_ie^{-ik(x-i)}\varphi(x-i)\) has period 1, and unfolding its Fourier coefficients over the real line gives \(\sum_ie^{iki}\varphi(x-i)=\sum_l\hat\varphi(k+2\pi l)e^{i(k+2\pi l)x}\). At \(x=0\) this reads \(\sum_l\hat\varphi(k+2\pi l)=1\). A wave \(\mathbf q\) has potential \(4\pi/q^2\) times itself, and \(e^{2\pi i\mathbf l\cdot\mathbf j}=1\) on the grid, so the discrete symbol is
\[
\hat K(\mathbf k)=\sum_{\mathbf l}\hat\Phi(\mathbf k+2\pi\mathbf l)\frac{4\pi}{|\mathbf k+2\pi\mathbf l|^2}.
\]
Assume \(\hat\rho\) negligible outside the cell \(|k_\alpha|\le\pi\). Inside, \(|\mathbf k+2\pi\mathbf l|\ge|\mathbf k|\) and \(\hat\Phi\ge0\), so the aliases (\(\mathbf l\ne0\)) add between 0 and \(4\pi(1-\hat\Phi(\mathbf k))/k^2\). With the product inequality over the three axes,
\[
-4\pi a_m\sum_\alpha k_\alpha^m/k^2\le\hat K-4\pi/k^2\le0 .
\]
At small \(k\) the alias weights sum to \(O(k^m)\) and their denominators stay finite, a relative correction \(O(k^2)\). The lower limit is thus the leading error. As \(\partial^m\leftrightarrow(ik)^m=(-1)^{m/2}k^m\),
\[
\delta V\simeq\frac{M_m}{m!}h^m\sum_\alpha\partial_\alpha^mV ,
\]
which has cubic symmetry. It persists in vacuum: Taylor expanding \(1/|\mathbf n-\mathbf r|\) under \(\Phi\), with \(\partial_x^mr^{-1}=m!P_m(x/r)/r^{m+1}\) from the Legendre generating function, gives \(K(\mathbf n)-1/|\mathbf n|\simeq M_m\sum_\alpha P_m(n_\alpha/|\mathbf n|)/|\mathbf n|^{m+1}\). For \(m=2\) the sum vanishes, since \(\nabla^2r^{-1}=0\).

For a Gaussian charge, \(\hat\rho=e^{-k^2\sigma^2/2}\). The measure \(k^2dk\) cancels \(1/k^2\), the angular mean of \(\cos^m\theta\) is \(1/(m+1)\), and \(\int k^m\hat\rho\,dk/\int\hat\rho\,dk=(m-1)!!/\sigma^m\):
\[
\frac{\delta V(0)}{V(0)}\simeq-\frac{3a_m(m-1)!!}{m+1}\Big(\frac h\sigma\Big)^m .
\]
For \(E=\tfrac12h^3\sum\rho V\) the weight is \(\hat\rho^2\), so \(\sigma\to\sqrt2\sigma\) and the law is divided by \(2^{m/2}\). Because \(\hat\rho>0\) and the symbol error has one sign, the law bounds the true error in magnitude, and \(|\delta V|\) is largest at the centre. At large \(m\), \(a_{m+2}/a_m\to\tfrac14\), so successive laws differ by about \((m/4)(h/\sigma)^2\), and the law stops decreasing near \(m\approx4(\sigma/h)^2\).

## Worked example

**Term count.** For \(\varepsilon=10^{-8}\), \(R=10^9\): \(\tau=\pi^2/[2\ln(1+6\sqrt2\times10^8)]=0.2400\). Dropping the tail needs \(M=175\); a Gauss tail with \(q=5\) needs \(M=96\). The largest \(|rS-1|\) on 5000 logarithmically spaced radii is \(6.17\times10^{-9}\) and \(3.33\times10^{-9}\). The second equals the step-size allotment \(\varepsilon/3\), which suggests that the two truncation bounds are loose; for \(q=4\), \(\tau=0.24\), \(Pr^2=8\), direct summation gives a tail error \(1.84\times10^{-4}\mu_0\) against the bound \(4\cdot2^8/8!=2.54\times10^{-2}\).

**Kernel.** A reference expansion (\(\varepsilon=10^{-14}\) on \([10^{-7},300]\), \(\tau=0.1436\), \(M=168\)) is used below. For \(m=4\) it gives \(K(20,0,0)-1/20=-1.6427\times10^{-7}\), against \(-0.3(1+2\cdot\tfrac38)/20^5=-1.6406\times10^{-7}\). Cutting it at \(p_K=79.63\) for a unit Gaussian charge with \(\sigma=3h\), \(m=16\), \(\nabla^2\rho/\rho=-3/\sigma^2\), loses \(8.00583\times10^{-5}/h\) at the centre; the two local terms are \(8.00942\times10^{-5}\) and \(-0.00359\times10^{-5}\).

**Model ion.** Take charge 1 e, \(\sigma=1\) bohr, \(h=0.4\) bohr, \(N=41\), \(L=81\). The potential is \(\operatorname{erf}(r/\sqrt2\sigma)/r\), so \(V(0)=\sqrt{2/\pi}/\sigma=0.797885\) Ha/e; replacing \(\sigma\) by \(\sqrt2\sigma\) and halving gives \(E=1/(2\sqrt\pi\sigma)=0.282095\) Ha \(=7.6762\) eV. For \(m=4\) the law is \(-3\times0.0125\times\tfrac35\times0.4^4=-5.76\times10^{-4}\), and a quarter of this, \(-1.44\times10^{-4}\), for \(E\). Errors relative to the exact values:

| \(m\) | \(\delta V(0)/V(0)\) | law | \(\delta E/E\) | law |
|---|---|---|---|---|
| 4 | −5.39e−4 | −5.76e−4 | −1.39e−4 | −1.44e−4 |
| 8 | −9.01e−6 | −1.23e−5 | −6.58e−7 | −7.69e−7 |
| 12 | −5.27e−7 | −1.11e−6 | −1.19e−8 | −1.73e−8 |
| 16 | −5.92e−8 | −2.30e−7 | −4.5e−10 | −9.0e−10 |

The law overestimates increasingly with \(m\). The aliases contribute a smaller part, removing from 2 % (\(m=4\)) to 10 % (\(m=16\)) of the \(\mathbf l=0\) error; the rest has two causes: \(k^m\) shifts the weight to larger \(k\), where the bound on \(1-\hat\varphi\) is looser, and at fixed \(k\) the bound loosens with \(m\), through both replacements made in \(1-m_0=y^\nu Q(1-y)\). To first order in \((\xi/2)^2\), replacing \(y^\nu=\sin^m(\xi/2)\) by \((\xi/2)^m\) overestimates by the fraction \((\nu/3)(\xi/2)^2\), and replacing \(Q(1-y)\) by \(Q(1)\) by the fraction \([Q'(1)/Q(1)](\xi/2)^2\), where Pascal's rule gives \(Q'(1)=\nu\binom{2\nu-1}{\nu-2}\) and hence \(Q'(1)/Q(1)=\nu(\nu-1)/(\nu+1)\). The two are equal at \(m=4\), and the second is the larger for \(m>4\). Integrating the \(\mathbf l=0\) term of the symbol with the full \(\hat\varphi\) (separated by the reference Gaussians, trapezoid rule in \(k\) with step \(0.01/h\)) gives \(-6.56\times10^{-8}\) at \(m=16\); the aliases bring this to \(-5.92\times10^{-8}\). On finer grids the law is approached: for \(m=8\) the ratio of error to law is 0.886 at \(\sigma=4h\) and 0.970 at \(8h\), the deficit falling about fourfold as an \(h^2\) correction requires.

At \(m=16\), with \(r_{\max}=\sqrt3\times55\,h=95.26\,h\), approximate \(\max(|I\rho|*1/r)\) by \(1.01V(0)\) and \(\max|I\rho|\) by \(\rho(0)=0.063494\) e/bohr³. The bound becomes \((1.01\times0.797885+2\pi\times0.4^2\times0.063494)\,\varepsilon=0.870\,\varepsilon\) Ha/e. Maximum deviations over the grid, in Ha/e:

| \(\varepsilon\) | \(M\) | from reference | bound | from exact |
|---|---|---|---|---|
| 1e−3 | 19 | 1.75e−5 | 8.7e−4 | 1.75e−5 |
| 1e−5 | 35 | 1.04e−7 | 8.7e−6 | 1.04e−7 |
| 1e−7 | 55 | 4.9e−10 | 8.7e−8 | 4.74e−8 |
| 1e−9 | 80 | 2.4e−12 | 8.7e−10 | 4.72e−8 |

Beyond 55 terms the total error stays at the interpolation error. The expansion error lies far below its bound. The bound pairs the full \(\varepsilon\) with the largest potential \(V(0)\). The step-size error has relative size \(\delta=\varepsilon/3\) and, being \(\propto r^{-1+i\omega}\), \(\omega=2\pi/\tau\), oscillates over the charge; it cancels where the potential is large and survives only at distances \(d\) where the potential has fallen to \(1/d\). At the centre, \(\int r^{1+i\omega}e^{-r^2/2\sigma^2}dr\propto\Gamma(1+i\omega/2)\), and \(|\Gamma(1+iy)|^2=\pi y/\sinh\pi y\) at \(y=\pi/\tau\) supplies a second factor \(\approx\pi\sqrt{2/\tau}\,x\), about \(6x\) for \(\tau=0.546\). This puts the central step-size error near \(2\times10^{-7}\) Ha/e at most for \(\varepsilon=10^{-3}\). The omitted narrow Gaussians also act at the centre: the local term \(2\pi\tau h^2\rho(0)/[p_K(e^{2\tau}-1)]\), with \(p_K\ge(\operatorname{erfc}^{-1}\delta)^2/\varepsilon=6.4\times10^3\), allows up to \(2.7\times10^{-6}\) Ha/e, still below the tabulated maximum. At distance \(d\gg\sigma\), \(\ln r\approx\ln d+u/d\) with \(u\) Gaussian of width \(\sigma\), so the amplitude is \((\delta/d)e^{-\omega^2\sigma^2/2d^2}\). Setting its derivative in \(d\) to zero puts the largest amplitude at \(d=\omega\sigma\), where it is \(\delta e^{-1/2}/(\omega\sigma)\). For \(\varepsilon=10^{-3}\), \(\tau=0.546\), this is \(d=11.5\) bohr, inside the box (corner at \(8\sqrt3=13.9\) bohr), and the amplitude is about \(1.76\times10^{-5}\) Ha/e, close to the tabulated \(1.75\times10^{-5}\); the maximum is broad, the corner value being \(1.70\times10^{-5}\). For \(\varepsilon=10^{-5}\), \(\tau=0.361\), \(\omega\sigma=17.4\) bohr lies beyond the corner, where the estimate is \(1.1\times10^{-7}\) against \(1.04\times10^{-7}\). That the maximum deviation comes from these outer regions is a conjecture supported by that agreement; its location was not tested.

## Failure modes

- A density with a cusp, or with \(\sigma\) near \(h\), has weight outside the cell \(|k_\alpha|\le\pi/h\); the samples alias, and the derivation of the error from the symbol bound loses its premise. At a cusp \(\hat\rho\sim k^{-4}\), so \(\int k^m\hat\rho\,dk\) diverges and the \(h^m\) law fails there for \(m\ge4\); for \(m=2\) the integral converges and the law remains the leading term as \(h\to0\), the weight outside the cell adding \(O(h^3)\).
- Charge outside the box is absent from the sum, whatever the kernel.
- Beyond \(r_{\max}\) the Gauss bound grows as \(r^{4q+1}\) and \(S\) decays as a Gaussian, so an expansion must be rebuilt for a larger box.
- Replacing \(K_p(n)\) by the sample \(e^{-pn^2}\) gives \(K_p(0)=1\) in place of \(\sqrt{\pi/p}\) at large \(p\), and \(K(\mathbf 0)\) then grows without limit as \(p_K\) rises.
- A charge of width \(\sigma\ll d/\omega\), with \(d\) its distance from a grid point and \(\omega=2\pi/\tau\), has little cancellation, and the relative error there approaches that of \(S\) itself.

Numbers in the example were calculated in double precision.
